Kelvin and Mott thermopower of a free-electron metal

**The problem**

A three-dimensional metal is modelled by free electrons of charge −e (with e > 0), mass m, density n and energy ε = ħ²k²/2m. Collisions are elastic and isotropic, with a relaxation time τ that does not depend on energy. The temperature is low: k_BT is much smaller than the Fermi energy E_F.

The thermopower S is defined at zero electric current. With μ the chemical potential measured from the band bottom, φ the electrostatic potential and F = −∇φ the field, let

X = ∇(μ − eφ)/e = F + ∇μ/e,  X = S∇T.

A voltmeter compares electrochemical potentials, so the voltage gradient it senses is −X. Kelvin's formula replaces the transport calculation by a thermodynamic derivative:

S_K = (1/e)(∂μ/∂T)_n.

(a) Find S_K to leading order in T.

(b) Find S from the Boltzmann equation to leading order in T. This is the Mott value S_M.

(c) Show that S_K is three times too small, and identify what it omits.

(d) Express both thermopowers through the entropy of the electrons, and find their difference at any temperature.

(e) Evaluate both for n = 6×10²² cm⁻³ at 300 K, and judge what the model neglects.

**Hints**

1. For (a), write n as an integral over −∂f/∂ε, which is a narrow peak at μ. Expand the rest of the integrand about μ.

2. For (b), the current depends on μ and φ through X alone. Each energy contributes with a weight σ(ε). How does σ(ε) differ from the density of states?

3. For (c), write both results as the same prefactor times a logarithmic derivative.

4. For (d), take the momentum moment of the Boltzmann equation. With constant τ the collision term is proportional to the total current, which is zero.

**Solution**

**(a) The Kelvin value**

The density of states per volume, both spins included, is g(ε) = Aε^{1/2}, with A constant. Let G(ε) be the integral of g from 0 to ε, so G = (2/3)Aε^{3/2}. With f the Fermi function and f′ = ∂f/∂ε, integration by parts gives

n = ∫ g f dε = ∫ G (−f′) dε.

The boundary terms vanish because G(0) = 0 and f falls exponentially at high energy.

The peak −f′ has unit area and is even about μ, apart from an exponentially small piece cut off at ε = 0. With x = (ε − μ)/k_BT, its second moment is

∫ x² (−df/dx) dx = 4 ∫₀^∞ x/(eˣ + 1) dx = 4(1 − 1/2² + 1/3² − …) = 4·π²/12 = π²/3.

The first equality uses evenness and one integration by parts. Expanding G about μ to second order, with G″ = g′, gives

n = G(μ) + (π²/6)(k_BT)² g′(μ).

At T = 0 the same density obeys n = G(E_F). To leading order G(μ) = G(E_F) + g(E_F)(μ − E_F), so

μ = E_F − (π²/6)(k_BT)² g′(E_F)/g(E_F).

For g ∝ ε^{1/2} the ratio g′/g is 1/(2E_F). Hence

μ = E_F − π²k_B²T²/(12E_F),

S_K = −π²k_B²T/(6eE_F).

The sign has a simple origin. The density of states rises with energy, so thermal smearing at fixed μ would add more electrons above μ than it removes below. To keep n fixed, μ must fall.

**(b) The Mott value**

Let f = f₀ + f₁, where f₀ is the Fermi function with local μ and T. The force on an electron is −eF. To first order in the gradients, the steady Boltzmann equation is

v·∇f₀ − (e/ħ)F·∂f₀/∂k = −f₁/τ.

Since f₀ depends on (ε − μ)/k_BT,

∇f₀ = (−f₀′)[∇μ + ((ε − μ)/T)∇T].

Since ∂ε/∂k = ħv, the field term equals −eF·v f₀′ = (−f₀′)eF·v. Together,

f₁ = −τ(−f₀′) v·[eX + ((ε − μ)/T)∇T].

The potentials enter through X alone, as the hint states. The current is −e times the sum of v f₁ over states. With all gradients along x,

j = ∫ σ(ε)(−f₀′)[X + ((ε − μ)/(eT))∇T] dε,  σ(ε) = e² g(ε) v_x² τ,

where v_x² is averaged over the energy surface. Setting j = 0 gives

S = −(1/(eT)) ∫ σ(ε)(ε − μ)(−f₀′) dε / ∫ σ(ε)(−f₀′) dε.

At low temperature, σ(ε) = σ(μ) + σ′(μ)(ε − μ). The constant term drops out of the numerator by evenness. The linear term gives σ′(π²/3)(k_BT)², and the denominator is σ(μ). To leading order μ may be replaced by E_F:

S_M = −(π²k_B²T/(3e)) d ln σ/dε at E_F.

The average of v_x² is v²/3 = 2ε/(3m). With constant τ, then, σ ∝ ε^{1/2}·ε = ε^{3/2}, and the logarithmic derivative is 3/(2E_F):

S_M = −π²k_B²T/(2eE_F).

Direct sums over a grid of k points, using spheres of radius 30 and 60 grid spacings, give exponents 0.500 for g and 1.499 for σ, against the derived 1/2 and 3/2. The last digit depends on the radii chosen, by up to about 0.003, and the values approach 1/2 and 3/2 as the spheres grow.

**(c) The factor of three**

Dividing the two results,

S_M/S_K = (1/2)/(1/6) = 3.

The Kelvin value has the right sign and the right linear dependence on T, but one third of the magnitude. To see what is missing, write (a) in the form of (b):

S_K = −(π²k_B²T/(3e)) d ln g/dε at E_F.

Kelvin's formula therefore has g where the transport result has σ. The two are related by σ = e²gD, with D(ε) = v_x²τ the diffusivity of electrons at energy ε. Consequently

d ln σ/d ln ε = d ln g/d ln ε + d ln D/d ln ε = 1/2 + 1.

The Kelvin value keeps the 1/2 and loses the 1. It counts how many states lie at each energy, but not that faster electrons diffuse more readily.

**(d) Entropy, and the difference at any temperature**

This part needs constant τ and the parabolic band, but not low temperature. Multiply the Boltzmann equation by mv_x and sum over states.

The first term gives ∇p, where p = Σ m v_x² f₀ is the pressure. In the second term mv_x = ħk_x, and integration by parts over k_x turns −(e/ħ)F Σ ħk_x ∂f₀/∂k_x into +neF. The right side is −(m/τ) Σ v_x f₁, which is zero when no current flows. This leaves a force balance:

∇p + neF = 0.

Let s be the entropy per electron. The Gibbs–Duhem relation is dp = ns dT + n dμ. Therefore

X = F + ∇μ/e = −(∇p − n∇μ)/(ne) = −(s/e)∇T,

S = −s/e.

In this model the thermopower is the mean entropy per electron divided by the charge −e.

For Kelvin's formula, take the free energy per volume a(n,T). Its derivatives are μ = (∂a/∂n)_T and ns = −(∂a/∂T)_n. Equality of the mixed derivatives gives

S_K = (1/e)(∂μ/∂T)_n = −(1/e)(∂(ns)/∂n)_T.

This is the marginal entropy: what one further electron adds at fixed volume and temperature. At low temperature (b) gives s = π²k_B²T/(2E_F). Since E_F ∝ n^{2/3}, the entropy per volume scales as ns ∝ n^{1/3}, and its derivative with respect to n is s/3. The factor of three is thus also the ratio of mean to marginal entropy in a degenerate gas.

The difference follows from the same force balance. Since S does not depend on how n varies along the sample, choose uniform n. For free electrons p = (2/3)nu, with u the mean energy per electron, because mv_x² averages to 2ε/3. With c_v = (∂u/∂T)_n,

F = −(1/(ne))(∂p/∂T)_n ∇T = −(2c_v/(3e))∇T.

Adding ∇μ/e = S_K∇T gives

S = S_K − (2/3)c_v/e.

The last term is the field, per unit temperature gradient, that at uniform density holds back the electrons pushed from the hot end by their higher pressure. Kelvin's formula sets this field to zero. At low temperature s is linear in T, so c_v = T∂s/∂T = s. The missing term is then two thirds of S, in agreement with (c).

**(e) Numbers, and a comparison with gold**

The density 6×10²² cm⁻³ is roughly that of gold with one conduction electron per atom. The free-electron relation E_F = ħ²(3π²n)^{2/3}/(2m) gives 5.589 eV. At 300 K, k_BT = 0.02585 eV, so

t = k_BT/E_F = 0.004626.

With k_B/e = 86.173 μV/K,

S_K = −(π²/6)(0.004626)(86.173 μV/K) = −0.656 μV/K,

S_M = −(π²/2)(0.004626)(86.173 μV/K) = −1.967 μV/K.

The full Boltzmann integral also gives −1.967 μV/K, and its ratio to the numerical derivative of μ is 2.99975. The missing term is −(2/3)c_v/e = −1.311 μV/K, and −0.656 − 1.311 = −1.967 closes the balance.

These are values of the model, not predictions for gold. The measured thermopower of gold near room temperature is positive, very roughly +2 μV/K, so both values have the wrong sign. The model assumes a spherical Fermi surface, a constant τ and phonons that do not push the electrons; the comparison alone does not tell which of these assumptions is responsible. If the whole discrepancy is put into an effective law τ ∝ ε^r, then σ ∝ ε^{3/2+r} and S = S_M(1 + 2r/3). Reaching +2 μV/K needs r ≈ −3. This number describes the size of the failure and does not identify its mechanism.

For three neglected effects a rough scale can be given.

*Energy-dependent scattering.* Take charged impurities with a screened potential, in the Born approximation. With c the cosine of the scattering angle, the transferred wavevector obeys q² = 2k²(1 − c), and

1/τ ∝ k ∫ (1 − c)/(q² + κ²)² dc, for c from −1 to 1.

The factor k comes from the density of final states, and 1 − c weights the loss of forward motion. The inverse screening length is κ, with κ² = 3ne²/(2ε₀E_F) in the Thomas–Fermi approximation. Using w = q² as variable, 1 − c = w/(2k²) and the magnitude of dc is dw/(2k²), so

1/τ ∝ (1/(4k³)) ∫₀^{4k²} w/(w + κ²)² dw = L/(4k³),

L = ln(1 + y) − y/(1 + y),  y = 4k²/κ².

Here dL/dy = y/(1 + y)², and at fixed κ, dy/d ln k = 2y. Since τ ∝ k³/L and ln ε = 2 ln k + constant,

r = d ln τ/d ln ε = 3/2 − y²/((1 + y)²L).

At k = k_F for this density r = 0.474, and the Mott value becomes −1.967(1 + 2·0.474/3) = −2.59 μV/K. In this approximation the mechanism changes the thermopower by about a third, in the direction away from the measured sign. The size is only rough: the Born approximation needs e²/(4πε₀ħv_F) to be small, with v_F the Fermi velocity, and here it is about 1.6. Exact phase shifts for the same screened potential with unit charge give r ≈ 0.20 (−2.23 μV/K) for a repulsive impurity and r ≈ 0.72 (−2.92 μV/K) for an attractive one: the direction of the change survives, but its size lies anywhere between about an eighth and a half. In a clean metal at 300 K, moreover, most scattering comes from phonons and not from impurities.

*Phonon drag.* A temperature gradient also drives phonons, which can push the electrons. For phonons with linear dispersion the pressure is one third of their energy density. If all their momentum went to the electrons, force balance would add −C_L/(3ne), where C_L is the lattice heat capacity per volume. With the classical value C_L = 3nk_B for one electron per atom, this is −k_B/e = −86 μV/K. It is a scale for complete drag, not an estimate for gold at 300 K. There many phonons have short wavelengths, for which the dispersion is not linear, and phonons also lose momentum in other ways. Umklapp scattering, in which the crystal lattice takes up momentum, also breaks this simple force balance, so the estimate fixes neither the size nor the sign of the drag term in a real metal. On the linear-dispersion scale, a drag fraction of about 2 % would already equal the Mott value in size; a dispersion that flattens at the zone edge, such as ω ∝ sin(πq/2q_D) with q_D the Debye wavevector, lowers the scale to about −38 μV/K and raises this fraction to about 5 %.

*Thermal expansion.* A real metal at fixed pressure expands. With a rough volume expansion coefficient β = 4×10⁻⁵ K⁻¹ and E_F ∝ n^{2/3}, the derivative (1/e)dμ/dT acquires the extra term

−(2/3)(E_F/e)β = −(2/3)(5.589 V)(4×10⁻⁵ K⁻¹) ≈ −150 μV/K.

This is roughly two hundred times S_K, yet it is not a thermopower. Part (d) gave S = −s/e whether or not n varies along the sample: the shift of μ due to a density gradient is cancelled in X by the electrostatic potential. The words "at fixed density" in Kelvin's formula are therefore essential.

**Variation 1: the same comparison in a warmer gas**

*Keep τ constant, but let t = k_BT/E_F grow. How does the ratio leave 3, and where does it go?*

The next order of (a) needs the fourth moment of the peak, ∫x⁴(−df/dx)dx = 8∫₀^∞ x³/(eˣ + 1)dx = 7π⁴/15. With M = μ/E_F, the condition of fixed density becomes

1 = M^{3/2}(1 + B),  B = π²t²/(8M²) + 7π⁴t⁴/(640M⁴).

Inserting M = 1 − π²t²/12 in the first term of B, and M = 1 in the second, gives

B = π²t²/8 + π⁴t⁴(1/48 + 7/640) = π²t²/8 + 61π⁴t⁴/1920.

Then M = (1 + B)^{−2/3} = 1 − 2B/3 + 5B²/9, and the t⁴ coefficient is π⁴(−61/2880 + 25/2880) = −π⁴/80. Differentiating,

−eS_K/k_B = π²t/6 + π⁴t³/20.

The entropy per electron depends on n and T through t alone. Write s/k_B = π²t/2 + bt³. Since t ∝ n^{−2/3} at fixed T, the marginal entropy is

∂(ns)/∂n = s − (2/3)t ds/dt = k_B(π²t/6 − bt³).

Comparison gives b = −π⁴/20. To this order,

S/S_K = 3(1 − π²t²/10)/(1 + 3π²t²/10) ≈ 3(1 − 2π²t²/5).

For the metal in (e) the ratio falls short of 3 by 6π²t²/5 = 2.5×10⁻⁴, as the computed 2.99975 shows. At t = 0.1 this order predicts 2.882, while the full calculation gives 2.870, so higher orders are visible there.

In the opposite limit the gas is classical and c_v = 3k_B/2. The difference found in (d) becomes

S − S_K = −k_B/e.

The computed magnitude at t = 20 is 0.9993 k_B/e. The difference stays finite while the entropy grows. With f = e^{(μ−ε)/k_BT}, fixed density requires e^{μ/k_BT} = 4/(3√π t^{3/2}). The entropy is s = (u + p/n − μ)/T, with u + p/n = 5k_BT/2, so

s/k_B = 5/2 + (3/2) ln t + ln(3√π/4).

The ratio s/(s − k_B) thus approaches 1, but only logarithmically. At t = 10 the formula gives s = 6.24 k_B and a ratio of 1.19, in agreement with the computed 1.1903. The factor of three belongs to the degenerate gas.

**Variation 2: when is Kelvin's formula right?**

*Let τ ∝ ε^r. Find the low-temperature ratio, and the r for which Kelvin's formula holds.*

Now σ ∝ ε^{3/2+r}, while S_K is unchanged because it does not contain τ. The logarithmic slopes are (3/2 + r)/E_F and 1/(2E_F), so

S_M/S_K = 3 + 2r.

A mean free path vτ independent of energy means r = −1/2 and a ratio of 2. For r = −1 the ratio is 1. For r below −3/2 the Mott value changes sign, which Kelvin's formula cannot follow. At t = 0.005 the full integrals give 1.0000, 1.9999, 2.9997 and 5.9989 for r = −1, −1/2, 0 and 3/2.

The case r = −1 holds beyond low temperature. There D = v_x²τ is independent of energy and σ(ε) ∝ g(ε), so the Boltzmann result becomes

S = −(1/(eT)) ∫ g(ε − μ)(−f′) dε / ∫ g(−f′) dε.

On the other side, fixed density requires

0 = dn = ∫ g(−f′)[dμ + ((ε − μ)/T)dT] dε.

Solving for dμ/dT and dividing by e gives the same expression, so S = S_K at every temperature within this model.

The physical reason is that, when all electrons share one diffusivity, their total diffusion flux is −D∇n. A uniform density then carries no diffusion current even in a temperature gradient, and no field is needed to stop one. With constant τ, D grows in proportion to ε. Electrons from the hot side then outrun those from the cold side at equal density, and the field that stops them supplies the missing part of S, which is two thirds of S in the degenerate gas and a smaller share in a warmer one. The computed values used here are listed in the numerical output below.

Table of computed values

```
DOS exponent from k-point sum: 0.500
Conductivity exponent from k-point sum: 1.499
Boltzmann/Kelvin ratio, constant tau:
  kB T/E_F = 0.01: ratio = 2.9988
  kB T/E_F = 0.1: ratio = 2.8697
  kB T/E_F = 1: ratio = 1.4900
  kB T/E_F = 10: ratio = 1.1903
Boltzmann/Kelvin ratio at kB T/E_F = 0.005, tau ~ E^r:
  r = -1: ratio = 1.0000
  r = -0.5: ratio = 1.9999
  r = 0: ratio = 2.9997
  r = 1.5: ratio = 5.9989
Classical gap at kB T/E_F = 20: 0.9993 kB/e
Example density: 6.0e+22 cm^-3
Example temperature: 300 K
Fermi energy: 5.589 eV
kB T: 0.02585 eV
kB T/E_F: 0.004626
kB/e (also full phonon-drag scale): 86.173 uV/K
Kelvin, formula: -0.6557 uV/K
Kelvin, numerical dmu/dT: -0.6558 uV/K
Mott, formula: -1.9671 uV/K
Boltzmann, full integral: -1.9671 uV/K
Ratio Boltzmann/Kelvin, numerical: 2.99975
Predicted 3 - ratio: 2.53e-04
Missing term (2/3)c_v/e: 1.3113 uV/K
Shift on doubling quadrature nodes: 2.0e-13 uV/K
Screened impurities, exponent r: 0.474
Screened impurities, Mott thermopower: -2.588 uV/K
Drag fraction equal to Mott size: 2.28 %
Volume expansion (rough input): 4e-05 1/K
Expansion part of (1/e)dmu/dT: -149 uV/K
Measured gold (rough input): +2 uV/K
Exponent r needed for that value: -3.0
```
